# Time reversal and Kramers pairs for the Dirac Hamiltonian

**Q.** You claim that an electron state in an atom can be turned into a second state of the same energy by conjugating its four components and multiplying by a matrix. Which matrix, and acting on what?

**A.** On the position-space spinor $\psi(\mathbf r)$, a column of four complex functions. I use Hartree atomic units, where $\hbar=m=1$, the electron has charge $-1$, and $c$ is the speed of light. In the standard representation, written in $2\times2$ blocks,

$$
\alpha_k=\begin{pmatrix}0&\sigma_k\\ \sigma_k&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\Sigma_k=\begin{pmatrix}\sigma_k&0\\0&\sigma_k\end{pmatrix}.
$$

Let $K$ conjugate the components, $K\psi=\psi^*$, and define

$$
T=UK,\qquad U=-i\Sigma_y .
$$

Since $\sigma_y$ has entries $-i$ and $i$, each diagonal block of $U$ is

$$
-i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.
$$

So $T$ sends each two-component block $(u,v)$ to $(-v^*,u^*)$. The matrix $U$ is real, and $U^{-1}=U^{\mathsf T}=i\Sigma_y$.

**Q.** Why conjugate at all? Symmetries are usually unitary operators.

**A.** Look at $i\,\partial_t\psi=H\psi$ with $H$ independent of time. We want $\psi'(t)=T\psi(-t)$ to be a solution too. The time derivative of $\psi(-t)$ brings a minus sign, which must be compensated. If $Ti=-iT$ and $TH=HT$, then

$$
i\,\partial_t\psi'(t)=-iT\dot\psi(-t)=T\,[\,i\dot\psi(-t)\,]=TH\psi(-t)=H\psi'(t),
$$

where $\dot\psi$ is the derivative of $\psi$ with respect to its own argument. A linear operator commuting with $H$ would leave the minus sign in place.

**Q.** Then it cannot preserve inner products. Does it at least preserve probabilities?

**A.** It conjugates inner products. First, for a complex number $a$, $T(a\psi)=Ua^*\psi^*=a^*T\psi$, and $T$ is additive, so it is antilinear. Next, at each point,

$$
(T\phi)^\dagger(T\psi)=(U\phi^*)^\dagger U\psi^*=\phi^{\mathsf T}U^\dagger U\psi^*=\phi^{\mathsf T}\psi^*=(\phi^\dagger\psi)^* .
$$

Integration over space gives

$$
\langle T\phi|T\psi\rangle=\langle\phi|\psi\rangle^* .
$$

Norms and the moduli $|\langle\phi|\psi\rangle|$ are unchanged. An antilinear operator with this property is antiunitary if it also has an inverse.

**Q.** Where is the inverse?

**A.** Apply $T$ twice and use that $U$ is real:

$$
T^2\psi=U(U\psi^*)^*=UU^*\psi=U^2\psi=(-i)^2\Sigma_y^2\psi=-\psi .
$$

Hence $T^2=-1$ and $T^{-1}=-T$. The operator is antiunitary.

**Q.** That minus sign looks like a phase convention. Multiply $T$ by $i$ and it should go away.

**A.** It stays. For any constant phase, antilinearity conjugates the second factor as it passes through $T$:

$$
(e^{i\theta}T)(e^{i\theta}T)=e^{i\theta}e^{-i\theta}T^2=-1 .
$$

**Q.** Now the matrices. Show me that spin is reversed, including $\Sigma_y$, which commutes with your $U$.

**A.** The conjugation matters there. For any matrix $M$,

$$
TM\psi=UM^*\psi^*=(UM^*U^{-1})\,U\psi^*,
$$

so

$$
TMT^{-1}=UM^*U^{-1}=(-i)(i)\,\Sigma_yM^*\Sigma_y=\Sigma_yM^*\Sigma_y .
$$

The matrices $\sigma_x$ and $\sigma_z$ are real and anticommute with $\sigma_y$, while $\sigma_y^*=-\sigma_y$. With $\sigma_y^2=1$,

$$
\begin{aligned}
\sigma_y\sigma_x^*\sigma_y&=\sigma_y\sigma_x\sigma_y=-\sigma_x,\\
\sigma_y\sigma_y^*\sigma_y&=-\sigma_y\sigma_y\sigma_y=-\sigma_y,\\
\sigma_y\sigma_z^*\sigma_y&=\sigma_y\sigma_z\sigma_y=-\sigma_z .
\end{aligned}
$$

These blocks lie on the diagonal of $\Sigma_k$ and off the diagonal of $\alpha_k$. Therefore

$$
T\Sigma_kT^{-1}=-\Sigma_k,\qquad T\alpha_kT^{-1}=-\alpha_k .
$$

The matrix $\beta$ is real and is a multiple of the identity within each diagonal block, so it commutes with $\Sigma_y$. Thus $T\beta T^{-1}=\Sigma_y\beta\Sigma_y=\beta$.

**Q.** And momentum, which is no matrix?

**A.** With $\mathbf p=-i\nabla$ and a constant $U$,

$$
T\mathbf p\psi=U(-i\nabla\psi)^*=i\nabla U\psi^*=-\mathbf pT\psi .
$$

So $T\mathbf pT^{-1}=-\mathbf p$. Multiplication by the real coordinate $\mathbf r$ is unaffected. It follows that $\mathbf J=\mathbf r\times\mathbf p+\tfrac12\boldsymbol\Sigma$ is reversed, because each term contains one reversed factor. If $J_z\psi=m\psi$, then $J_zT\psi=-TJ_z\psi=-mT\psi$.

These signs fit a film run backwards: positions stay, while velocities and angular momenta turn round. The velocity operator is $i[H,\mathbf r]=c\boldsymbol\alpha$, since $[p_j,r_k]=-i\delta_{jk}$, so $\boldsymbol\alpha$ has to change sign along with $\mathbf p$.

**Q.** Put it together for the Hamiltonian.

**A.** Take a real scalar potential energy $V(\mathbf r)$ and no vector potential:

$$
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V .
$$

Transforming each factor,

$$
THT^{-1}=c(-\boldsymbol\alpha)\cdot(-\mathbf p)+\beta c^2+V=H ,
$$

and multiplication by $T$ from the right gives $TH=HT$. Nothing was assumed about the shape of $V$. It must be real, because $TVT^{-1}=V^*$; with a complex absorbing potential, $T$ would not commute with $H$.

**Q.** Would plain conjugation not do as well? It also reverses $\mathbf p$.

**A.** No. In this representation $\alpha_x$ and $\alpha_z$ are real and $\alpha_y$ is imaginary, so

$$
K\,\boldsymbol\alpha\cdot\mathbf p\,K^{-1}=-\alpha_xp_x+\alpha_yp_y-\alpha_zp_z ,
$$

which differs from $\boldsymbol\alpha\cdot\mathbf p$. The matrix $U$ repairs the signs. Its form depends on the representation. If all spinors are changed to $S\psi$ with a constant unitary $S$, then

$$
STS^{-1}=SUKS^{-1}=SU(S^{-1})^*K=SUS^{\mathsf T}K,
$$

because $(S^{-1})^*=(S^\dagger)^*=S^{\mathsf T}$. The matrix next to $K$ changes, but the square is still $ST^2S^{-1}=-1$.

**Q.** You said "no vector potential". I would have said "no magnetic field". Is there a difference?

**A.** Yes. For charge $-1$ the Hamiltonian is

$$
H(\mathbf A)=c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+\beta c^2+V .
$$

The real function $\mathbf A(\mathbf r)$ is not changed by $T$, so

$$
TH(\mathbf A)T^{-1}=c(-\boldsymbol\alpha)\cdot(-\mathbf p+\mathbf A)+\beta c^2+V=H(-\mathbf A).
$$

Consequently

$$
H(\mathbf A)T-TH(\mathbf A)=[H(\mathbf A)-H(-\mathbf A)]\,T=2c\,\boldsymbol\alpha\cdot\mathbf A\,T .
$$

This is nonzero whenever $\mathbf A$ is nonzero somewhere, even if $\mathbf B=\nabla\times\mathbf A=0$.

**Q.** Then a change of gauge destroys a physical symmetry. That cannot be right.

**A.** It changes the operator that expresses the symmetry. Let $\mathbf A=\nabla\chi$ with a real, single-valued $\chi$. The product rule gives

$$
\mathbf p(e^{i\chi}\psi)=e^{i\chi}(\mathbf p+\nabla\chi)\psi,
\quad\text{so}\quad
H(\nabla\chi)=e^{-i\chi}H(0)e^{i\chi}.
$$

Since $T$ commutes with $H(0)$, the operator transformed in the same way commutes with $H(\nabla\chi)$:

$$
T_\chi=e^{-i\chi}Te^{i\chi}=e^{-i\chi}e^{-i\chi}T=e^{-2i\chi}T .
$$

Its square is $e^{-2i\chi}e^{2i\chi}T^2=-1$. So without a magnetic field one either chooses $\mathbf A=0$ and uses $T$, or keeps $\nabla\chi$ and uses $T_\chi$. In a region that encloses magnetic flux, $\mathbf B$ can vanish inside the region while $\chi$ changes by the enclosed flux $\Phi=\oint\mathbf A\cdot d\mathbf r$ on going round it. The factor $e^{-2i\chi}$ in $T_\chi$ is then single-valued only if $\Phi$ is a multiple of $\pi$. In that case $T_\chi H(\mathbf A)T_\chi^{-1}=e^{-2i\chi}H(-\mathbf A)e^{2i\chi}=H(-\mathbf A+2\nabla\chi)=H(\mathbf A)$ still holds; for any other flux this argument is unavailable.

**Q.** Suppose $\mathbf A=0$. The state $T\psi$ has the same energy, but it might be $\psi$ again, up to a phase.

**A.** Let $H\psi=E\psi$ be a normalizable state. As $E$ is real,

$$
HT\psi=TH\psi=T(E\psi)=ET\psi .
$$

Now use the inner-product rule with the pair $\psi$ and $T\psi$:

$$
\langle\psi|T\psi\rangle^*=\langle T\psi|T^2\psi\rangle=-\langle T\psi|\psi\rangle=-\langle\psi|T\psi\rangle^* .
$$

A number equal to its own negative is zero. Thus $T\psi$ is orthogonal to $\psi$, and the level is at least doubly degenerate. The two states form a Kramers pair. Had $T^2$ been $+1$, the same line would have been an empty identity.

**Q.** Could a level be threefold degenerate?

**A.** Not for this one-electron $H$ with $\mathbf A=0$. (For $N$ electrons $T^2=(-1)^N$, so with even $N$ the argument does not apply and triplets can occur.) Suppose $\phi$ belongs to the same level and is orthogonal to both $\psi$ and $T\psi$. Its partner is orthogonal to them as well:

$$
\langle T\psi|T\phi\rangle=\langle\psi|\phi\rangle^*=0,\qquad
\langle\psi|T\phi\rangle=\langle T\psi|T^2\phi\rangle^*=-\langle T\psi|\phi\rangle^*=0 .
$$

States are therefore added two at a time, and a finite degeneracy is even.

**Q.** Show me a pair in a solvable model atom.

**A.** Take the one-electron ion with $Z=80$, with a fixed, spinless point nucleus, $V=-Z/r$, and no quantum-electrodynamic corrections. Define

$$
\gamma=\sqrt{1-Z^2/c^2},\quad a=\frac{c(1-\gamma)}{Z},\quad f=r^{\gamma-1}e^{-Zr},
$$

which requires $Z<c$ for real $\gamma$. With $\hat{\mathbf r}=\mathbf r/r$, try

$$
\psi=f\begin{pmatrix}\xi\\ ia\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\xi\end{pmatrix},\qquad \xi=\begin{pmatrix}1\\0\end{pmatrix}.
$$

**Q.** Try? I want to see that it solves the equation.

**A.** We need $f'/f=(\gamma-1)/r-Z$. We also need

$$
\boldsymbol\sigma\cdot\nabla(f\,\boldsymbol\sigma\cdot\hat{\mathbf r})=\nabla\cdot(f\hat{\mathbf r})+i\boldsymbol\sigma\cdot\nabla\times(f\hat{\mathbf r})=f'+2f/r,
$$

since a radial field has no curl. The upper block of $H\psi=E\psi$, divided by $f$, and the lower block, divided by $if\,\boldsymbol\sigma\cdot\hat{\mathbf r}$, become

$$
\begin{aligned}
ca\left(\frac{\gamma+1}{r}-Z\right)+c^2-\frac Zr&=E,\\
-c\left(\frac{\gamma-1}{r}-Z\right)-ac^2-\frac{aZ}{r}&=Ea .
\end{aligned}
$$

From $1-\gamma^2=Z^2/c^2$ we have $ca(1+\gamma)=c^2(1-\gamma^2)/Z=Z$, so the $1/r$ terms cancel in the first line. They cancel in the second because $aZ=c(1-\gamma)$. The constant terms of the first line give $E=c^2-caZ=c^2\gamma$. Those of the second require $cZ=a(c^2+E)=ac^2(1+\gamma)$, which is the relation just found.

Here $\gamma=0.811906$ and $a=0.322196$. The energy is $E-c^2=-3532.19$ hartree, or $-96.116$ keV.

**Q.** And the partner?

**A.** At $\mathbf r=(0.004,0.008,0.008)$ bohr we have $r=0.012$ bohr, so $\hat{\mathbf r}=(1,2,2)/3$. Since $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\xi=(z,x+iy)/r$, the components divided by $f$ are

$$
\psi/f=(1,\;0,\;0.2148i,\;-0.2148+0.1074i).
$$

The rule $(u,v)\to(-v^*,u^*)$ in each block gives

$$
T\psi/f=(0,\;1,\;0.2148+0.1074i,\;-0.2148i).
$$

The first spinor has $J_z=+\tfrac12$: in its upper block this is the spin alone, as $f$ is spherical, and in its lower block $\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $J_z$. The partner has $J_z=-\tfrac12$.

**Q.** What does a magnetic field do to them?

**A.** Its first-order effect is opposite on the two. The perturbation $W=c\,\boldsymbol\alpha\cdot\mathbf A$ is Hermitian and satisfies $WT=-TW$, so

$$
\langle T\psi|WT\psi\rangle=-\langle T\psi|TW\psi\rangle=-\langle\psi|W\psi\rangle^*=-\langle\psi|W\psi\rangle .
$$

For a uniform field $B$ along $z$ choose $\mathbf A=\tfrac B2(-y,x,0)$. This $W$ commutes with $J_z$, so it does not mix the two partners, and the diagonal elements are the first-order shifts. The upper row of $\boldsymbol\sigma\cdot\mathbf A$ is $(0,A_x-iA_y)$, with $A_x-iA_y=-\tfrac{iB}2(x-iy)$. The two cross terms between upper and lower blocks are complex conjugates, hence

$$
\psi^\dagger W\psi=2c\,\mathrm{Re}\left[-\frac{iB}{2}(x-iy)\,\frac{ia(x+iy)}{r}\right]f^2
=caB\,r\sin^2\theta\,f^2 .
$$

The density is $\psi^\dagger\psi=(1+a^2)f^2$, and the angular average of $\sin^2\theta$ is $1-\tfrac13=\tfrac23$. Dividing by the norm,

$$
\Delta E=\frac23\,cB\,\frac{a}{1+a^2}\,\langle r\rangle .
$$

Two pieces remain. Integration by parts gives

$$
\langle r\rangle=\frac{\int_0^\infty r^{2\gamma+1}e^{-2Zr}dr}{\int_0^\infty r^{2\gamma}e^{-2Zr}dr}=\frac{2\gamma+1}{2Z}.
$$

From $a=Z/[c(1+\gamma)]$ and $a=c(1-\gamma)/Z$, their product is $a^2=(1-\gamma)/(1+\gamma)$. So $1+a^2=2/(1+\gamma)$ and $a/(1+a^2)=Z/(2c)$. Therefore

$$
\Delta E=\frac23\,cB\,\frac{Z}{2c}\,\frac{2\gamma+1}{2Z}=\frac{B(1+2\gamma)}{6}
$$

for $\psi$, and the negative of this for $T\psi$.

**Q.** Numbers, please, and a limit I can recognize.

**A.** A field of 10 T is $B=4.25438\times10^{-5}$ atomic units. Then

$$
\Delta E=\frac{4.25438\times10^{-5}\times2.623812}{6}=1.86045\times10^{-5}\ \text{hartree}.
$$

The splitting is twice this, $3.7209\times10^{-5}$ hartree or $1.0125$ meV. For $Z/c\to0$, $\gamma\to1$ and the shifts become $\pm B/2$, the nonrelativistic result for a spin with $g=2$. That limit would give a splitting of $1.1577$ meV at this field. The numerical check also obtains the shifts by direct three-dimensional integration.

**Q.** Your atom is spherical. Rotations already make the $m=\pm\tfrac12$ states degenerate, so it proves nothing about $T$.

**A.** Fair. Consider instead a model electron in a periodic cube of edge $L=0.1$ bohr, with $X_j=2\pi r_j/L$ and

$$
\begin{aligned}
V=V_0[&\cos X_1+0.7\sin X_2+0.5\cos X_3\\
&+0.6\cos(X_1+X_2)+0.4\sin(X_2+X_3)],
\end{aligned}
$$

where $V_0=1000$ hartree. The three unequal single-axis amplitudes forbid exchanging axes. Reversing some axes but not all would turn $X_1+X_2$ or $X_2+X_3$ into a difference, which is absent from $V$. Reversing all three is inversion about some centre. The first term needs a centre with $X_1=0$ or $\pi$, the second one with $X_2=\pm\pi/2$; about such a centre $\cos(X_1+X_2)$ is odd. No rotation, mirror or inversion survives, even combined with a shift.

**Q.** And the levels still pair up?

**A.** Yes. The basis has 27 plane waves times four components. It contains $-\mathbf k$ with every $\mathbf k$, so $T$, which turns $e^{i\mathbf k\cdot\mathbf r}$ into $e^{-i\mathbf k\cdot\mathbf r}$, acts within it. The lowest positive-energy levels, measured from $c^2$, are $-443.30$, $1282.98$, $1340.82$ and $1562.29$ hartree, each occurring twice. The largest gap inside any pair of the whole spectrum is $2.2\times10^{-11}$ hartree, about $10^{-15}$ of $c^2$, which is the size of double-precision rounding. These are energies of a small-basis model, not converged ones: with 125 or more plane waves the lowest level moves to about $-452.3$ hartree. The pairing does not depend on convergence, provided the basis contains $-\mathbf k$ with every $\mathbf k$. It also relies on the strictly periodic boundary condition. In a crystal built from such cells, $T$ sends a Bloch state at $\mathbf k$ to one at $-\mathbf k$. Without inversion symmetry, the partners then share the same $\mathbf k$ only where $-\mathbf k$ equals $\mathbf k$ up to a reciprocal-lattice vector. At $\mathbf k=(0,\pi/2L,0)$ the two lowest levels of this model differ by about $0.6$ hartree.

Now add $\mathbf A=(0,A_0\sin X_1,0)$ with $A_0=0.1$ atomic units, whose curl is a nonzero magnetic field, $B_z=(2\pi A_0/L)\cos X_1$. Its peak is $6.28$ atomic units, about $1.5\times10^6$ T, a model value far beyond laboratory fields. The lowest pair separates into $-444.592$ and $-442.008$ hartree, a splitting of $2.585$ hartree in this basis (about $2.66$ hartree in larger ones). Relative to the original level the shifts are $-1.292$ and $+1.293$ hartree. They are opposite to first order, because the diagonal elements of $W$ in a Kramers pair sum to zero; the small mismatch is of higher order in $\mathbf A$.

## Values computed for the example and the checks

```
ONE-ELECTRON ATOM, 1s, point nucleus
nuclear charge Z = 80
speed of light c = 137.035999 a.u.
gamma = 0.811906
small-component factor a = 0.322196
total energy c^2 gamma = 15246.6730 hartree
energy minus c^2 = -3532.1921 hartree
energy minus c^2 = -96.1158 keV
point (x, y, z) = (0.004, 0.008, 0.008) bohr
distance r at the point = 0.0120 bohr
components divided by r^(gamma-1) exp(-Zr):
psi   : 1.00000+0.00000i  0.00000+0.00000i  0.00000+0.21480i  -0.21480+0.10740i
T psi : 0.00000+0.00000i  1.00000+0.00000i  0.21480+0.10740i  0.00000-0.21480i
mean radius = 0.016399 bohr
magnetic field = 10.0 T
magnetic field = 4.254382e-05 a.u.
shift of psi, quadrature = 1.860450e-05 hartree
shift of T psi, quadrature = -1.860450e-05 hartree
shift formula B(1+2 gamma)/6 = 1.860450e-05 hartree
splitting = 3.720900e-05 hartree
splitting = 1.01251 meV
nonrelativistic splitting B = 1.15768 meV
PERIODIC BOX WITHOUT SPATIAL SYMMETRY
box edge = 0.1 bohr, wave-number unit = 62.8319 1/bohr
potential amplitude V0 = 1000.0 hartree
plane waves = 27, matrix dimension = 108
pair 1, energies minus c^2 = -443.300650, -443.300650 hartree
pair 2, energies minus c^2 = 1282.976006, 1282.976006 hartree
pair 3, energies minus c^2 = 1340.816282, 1340.816282 hartree
pair 4, energies minus c^2 = 1562.286113, 1562.286113 hartree
largest gap inside any pair = 2.2e-11 hartree
vector-potential amplitude A0 = 0.1 a.u.
lowest two levels with A, minus c^2 = -444.592248, -442.007729 hartree
splitting of lowest pair with A = 2.584519 hartree
```
